# Stress left in a film relaxed by one misfit dislocation array

**Question**

I have a compressed epitaxial film on a thick substrate. The misfit is the same in both in-plane directions, and I treat the film as elastically isotropic. A single array of parallel misfit dislocations has formed at the interface. Across the lines, the mean lattice spacing of the film now equals that of the unstrained material.

I would call this film fully relaxed and set its stress to zero. A colleague says that only the stress across the lines vanishes, while the stress along them keeps its old value. Who is right, and would a denser array change the answer?

**Answer**

Neither of you, unless Poisson's ratio is zero. The array fixes a strain, and each in-plane stress depends on both in-plane strains.

**Stress before the array forms**

Let $x$ run across the dislocation lines, $y$ along them and $z$ normal to the film. Tension is positive, strains are small, and strain is measured from the unstressed film material. The top surface is free, so $\sigma_{zz}=0$ and Hooke's law reads

$$
E\varepsilon_{xx}=\sigma_{xx}-\nu\sigma_{yy},\qquad
E\varepsilon_{yy}=\sigma_{yy}-\nu\sigma_{xx}.
$$

Add $\nu$ times the second equation to the first. The terms in $\sigma_{yy}$ cancel, leaving $E(\varepsilon_{xx}+\nu\varepsilon_{yy})=(1-\nu^2)\sigma_{xx}$. The same step with $x$ and $y$ exchanged gives the other stress:

$$
\sigma_{xx}=\frac{E(\varepsilon_{xx}+\nu\varepsilon_{yy})}{1-\nu^2},\qquad
\sigma_{yy}=\frac{E(\varepsilon_{yy}+\nu\varepsilon_{xx})}{1-\nu^2}.
$$

Initially both strains equal $\varepsilon_0$, which is negative for your film. Since $1-\nu^2=(1-\nu)(1+\nu)$, both stresses equal

$$
\sigma_0=\frac{E(1+\nu)\varepsilon_0}{1-\nu^2}=\frac{E\varepsilon_0}{1-\nu}.
$$

**What one array changes**

Let the line spacing be $p$, and let $b_x$ be the magnitude of the Burgers vector component that lies in the interface across the lines. Each dislocation shifts the film relative to the substrate by $b_x$. The thick substrate keeps its length, so the mean film strain changes by $b_x/p$, here an extension:

$$
\varepsilon_{xx}=\varepsilon_0+\frac{b_x}{p}\equiv(1-R)\varepsilon_0,
\qquad R=\frac{b_x}{p|\varepsilon_0|}.
$$

The lines are straight and the added displacement does not vary along them, so $\varepsilon_{yy}=\varepsilon_0$ remains.

Hooke's law above also holds for the stresses averaged over $x$. Equilibrium requires $\partial_x\sigma_{xz}+\partial_z\sigma_{zz}=0$. Averaged over one period, the first term vanishes, so the mean of $\sigma_{zz}$ does not depend on height. It is zero at the free surface and therefore zero throughout the film. The other two equilibrium equations, $\partial_x\sigma_{xx}+\partial_z\sigma_{xz}=0$ and $\partial_x\sigma_{xy}+\partial_z\sigma_{yz}=0$, show in the same way that the means of $\sigma_{xz}$ and $\sigma_{yz}$ vanish, which matters for the crystals treated below.

The other Burgers components need a word. The component normal to the film produces a mean tilt, which to first order is a pure rotation and carries no mean stress. The screw component $b_s$ would produce a mean shear $b_s/p$ if it had one sign everywhere. I assume that its sign alternates from line to line, so that this mean is zero.

Now insert the strains into Hooke's law:

$$
\sigma_{xx}=\frac{E\varepsilon_0(1-R+\nu)}{1-\nu^2},\qquad
\sigma_{yy}=\frac{E\varepsilon_0[1+\nu(1-R)]}{1-\nu^2}.
$$

Dividing by $\sigma_0=E\varepsilon_0(1+\nu)/(1-\nu^2)$ gives

$$
\frac{\sigma_{xx}}{\sigma_0}=1-\frac{R}{1+\nu},\qquad
\frac{\sigma_{yy}}{\sigma_0}=1-\frac{\nu R}{1+\nu}.
$$

Your array has $R=1$, so

$$
\boxed{\frac{\sigma_{yy}}{\sigma_0}=\frac{1}{1+\nu},\qquad
\frac{\sigma_{xx}}{\sigma_0}=\frac{\nu}{1+\nu}.}
$$

The stress along the lines is multiplied by $1/(1+\nu)$; the share it loses is $\nu/(1+\nu)$. The stress across the lines does not vanish either. The film is still compressed along $y$ and would expand along $x$ to the strain $-\nu\varepsilon_0$ if it were free to do so. The substrate, through the array, holds it at zero strain instead, and that takes a compressive stress.

For $\nu=0$ your colleague is right. For an incompressible isotropic film, $\nu=1/2$, two thirds of the stress remain along the lines and one third across them.

**Would a denser array help?**

It can remove one stress, but not both. The stress across the lines vanishes at $R=1+\nu$, where the lattice is stretched across the lines beyond its unstrained spacing. The stress along the lines is then $(1-\nu)\sigma_0$. To remove that stress instead, one would need $R=(1+\nu)/\nu$. The two values of $R$ agree only for $\nu=\pm1$, and a stable isotropic solid can have neither value.

The elastic energy per volume of the mean strain tells the same story. With $\varepsilon_{xx}=q\varepsilon_0$ and $q=1-R$,

$$
w=\tfrac12(\sigma_{xx}\varepsilon_{xx}+\sigma_{yy}\varepsilon_{yy})
=\frac{E\varepsilon_0^2}{2(1-\nu^2)}\left(q^2+2\nu q+1\right).
$$

- At the start, $q=1$ and $w_0=E\varepsilon_0^2/(1-\nu)$.
- At full strain relaxation, $q=0$ and $w/w_0=1/[2(1+\nu)]$.
- The minimum follows from $2q+2\nu=0$, so $q=-\nu$ and $R=1+\nu$. The bracket is then $1-\nu^2$, hence $w=E\varepsilon_0^2/2$ and $w/w_0=(1-\nu)/2$.

This minimum leaves out the energy of the dislocation lines themselves. A line energy that grows with density shifts it to smaller $R$. The state $R=1$ is thus a condition you have stated, not an equilibrium that I have derived.

A second array, perpendicular to the first and also with $R=1$, removes the remaining strain and with it all the mean stress. Three arrays at 60° to each other work as well. An array with unit normal $\mathbf n$ in the film plane removes the strain $R\varepsilon_0 n_in_j$. For the normals $(1,0)$ and $(\pm\tfrac12,\tfrac{\sqrt3}{2})$, the sums of $n_x^2$ and $n_y^2$ are both $3/2$, and the sum of $n_xn_y$ is zero. Each array therefore needs $R=2/3$.

**When the film is a crystal**

A (111) film of a cubic crystal is elastically isotropic in its plane. The in-plane compliance, taken with zero traction on the surface, can vary with angle only through twofold and fourfold harmonics. Threefold symmetry forbids both. The result therefore holds with the in-plane constants $E=1/S'_{11}$ and $\nu=-S'_{12}/S'_{11}$.

To find them, write the cubic compliance tensor as

$$
S_{ijkl}=s_{12}\delta_{ij}\delta_{kl}+\frac{s_{44}}4(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+J\sum_a\delta_{ia}\delta_{ja}\delta_{ka}\delta_{la},
$$

where $s_{44}=1/C_{44}$ and

$$
s_{12}=\frac13\left(\frac1{C_{11}+2C_{12}}-\frac1{C_{11}-C_{12}}\right),\qquad
J=\frac1{C_{11}-C_{12}}-\frac1{2C_{44}}.
$$

For perpendicular unit vectors $\mathbf n$ and $\mathbf m$ in the film plane, contraction gives

$$
S'_{11}=s_{12}+\frac{s_{44}}2+J\sum_a n_a^4,\qquad
S'_{12}=s_{12}+J\sum_a n_a^2m_a^2.
$$

Take $\mathbf n$ along $[1\bar10]$, for which the first sum is $1/2$. On (111), $\mathbf m$ lies along $[11\bar2]$ and the second sum is $1/6$. On (001), $\mathbf m$ lies along $[110]$ and the second sum is $1/2$. There, too, the two axes are equivalent and do not couple to shear, so the boxed formulas keep their form with a different $\nu$.

**A worked case: silicon-germanium on silicon (111)**

I choose model inputs of the size expected for a film with about 20 % germanium. Digits beyond the second only let you follow the arithmetic. The inputs are $C_{11}=158$, $C_{12}=61$ and $C_{44}=77$ GPa, a compressive misfit of 0.8 %, and a thickness $h=200$ nm. The formulas above give $E=162.5$ GPa and $\nu=0.262$.

For lines along $[1\bar10]$, take the Burgers vectors $\tfrac a2[101]$ and $\tfrac a2[011]$ in alternation. They have opposite screw components and share the other two. With the model value $a=0.543$ nm,

$$
b_x=\frac a{2\sqrt6}=0.111\ \text{nm},\qquad
p=\frac{0.1108\ \text{nm}}{0.008}=13.9\ \text{nm}.
$$

The shared normal component tilts the film by about 1.3°. At second order in this tilt, the spacing needed for zero strain across the lines is about 3 % smaller. The spacings quoted here leave this out.

The initial stress is

$$
\sigma_0=-\frac{162.5\times0.008}{1-0.2616}\ \text{GPa}=-1.76\ \text{GPa}.
$$

After full strain relaxation across the lines,

$$
\sigma_{yy}=\frac{\sigma_0}{1.2616}=-1.40\ \text{GPa},\qquad
\sigma_{xx}=\frac{0.2616}{1.2616}\,\sigma_0=-0.365\ \text{GPa}.
$$

So 79 % of the stress remains along the lines and 21 % across them. The mean-strain energy per area, which leaves out the energy of the dislocation lines, falls from $\sigma_0\varepsilon_0h=2.82$ to $\tfrac12\sigma_{yy}\varepsilon_0h=1.12$ J/m², which is 40 % of its initial value. Closing the spacing to 11.0 nm would remove $\sigma_{xx}$, but $\sigma_{yy}$ would still be $-1.30$ GPa and 37 % of this mean-strain energy would remain.

**How far to trust these numbers**

The composition, misfit and thickness are in the regime of real silicon-germanium films, but the single array is imposed. The (111) surface has three equivalent line directions, and a film that uses all three equally can lose its whole mean stress, with a spacing of 20.8 nm in each array. A real array may also stop short of $R=1$. Each 0.1 missing from $R$ adds $0.1/(1+\nu)$ of $\sigma_0$, about 0.14 GPa of compression, across the lines and about 0.04 GPa along them.

Orientation matters most for the transverse stress. With the same constants and misfit on (001), and lines along ⟨110⟩, the in-plane Poisson ratio is only 0.055. Starting from $-1.38$ GPa, the film keeps $-1.30$ GPa along the lines but only $-0.07$ GPa across them. There your colleague's answer is a fair approximation. A directionally averaged Poisson ratio should not be used for such a film.

Cooling adds another stress. Suppose that the misfit and $R=1$ refer to the growth temperature, and that the dislocations then stay fixed. With a rough expansion difference of $0.7\times10^{-6}$ K⁻¹ and cooling by 600 K, the film tries to shrink more than the substrate and gains 92 MPa of tension in both directions on (111). This takes away about a quarter of the transverse compression. On (001) the gain is 72 MPa, which happens to cancel the transverse stress almost completely. With such rough inputs, even the sign of the remainder is uncertain.

One line spacing or more above the array, the other corrections are smaller if the screws alternate. At half a spacing, the local stresses still reach a few hundred MPa. An isotropic estimate at one spacing above the array gives a peak variation of 20 MPa in $\sigma_{xx}$ and a peak in-plane shear stress $\sigma_{xy}$ of 39 MPa. With the cubic anisotropy these become about 25 and 33 MPa, and the largest local component is $\sigma_{zz}$, about 60 MPa. If the spacing is held at 13.9 nm, the second-order effect of the tilt adds about 40 MPa of compression across the lines. Bending and stretching of a 0.5 mm substrate relieve about 0.16 % of the film stress for equal moduli, or 0.15 % with the moduli of silicon. Linear elasticity is itself approximate at 0.8 % strain: third-order constants of the size found in silicon and germanium raise the magnitudes of $\sigma_0$ and $\sigma_{yy}$ by 2 to 3 %, while the two ratios change by less than 0.01. If all screws had the same sign, however, the mean shear stress would be 0.89 GPa, so their alternation is essential for the shear stress and the energy. To first order, the mean values of $\sigma_{xx}$ and $\sigma_{yy}$ do not depend on it; at second order in this shear of 1.4 % they shift by some 15 to 30 MPa.

For your measurement, this means that an unstrained lattice spacing across the lines shows $\varepsilon_{xx}=0$ and no more. To obtain either stress you also need the strain along the lines, and both strains must go into Hooke's law. You can measure that strain directly or, with a stress-free surface and known elastic constants, infer it from the lattice spacing normal to the film. The numerical output below lists the values for both orientations.

## Computed results

```
Elastic constants C11, C12, C44: 158, 61, 77 GPa
Compressive misfit: 0.8 %; film thickness: 200 nm
Substrate lattice constant: 0.543 nm
(111) in-plane Young modulus: 162.5 GPa
(111) in-plane Poisson ratio: 0.2616
Burgers component across lines, in plane: 0.1108 nm
Burgers component along lines (screw): 0.1920 nm
Burgers component normal to film: 0.3135 nm
Spacing for full relaxation, one array: 13.85 nm
Spacing in each of three arrays: 20.78 nm
Initial biaxial stress: -1.760 GPa
R=1, stress along lines: -1.395 GPa
R=1, stress across lines: -0.365 GPa
R=1, along lines / initial: 0.7927
R=1, across lines / initial: 0.2073
Initial film energy: 2.816 J/m2
R=1, film energy: 1.116 J/m2
R=1, film energy / initial: 0.3963
R for zero stress across lines: 1.2616
Over-relaxed, spacing: 10.98 nm
Over-relaxed, stress along lines: -1.300 GPa
Over-relaxed, film energy / initial: 0.3692
(001) film, <110> lines, Poisson ratio: 0.0549
(001) initial stress: -1.375 GPa
(001) R=1, stress along lines: -1.304 GPa
(001) R=1, stress across lines: -0.072 GPa
(001) along lines / initial: 0.9479
(001) across lines / initial: 0.0521
Expansion difference: 0.7 1e-6/K; cooling: 600 K
Thermal stress added, (111): +92 MPa
Thermal stress added, (001): +72 MPa
Peak s_xx variation one spacing above array: 20.1 MPa
Peak s_xy there, alternating screws: 38.5 MPa
Mean s_xy if all screws had one sign: 0.892 GPa
Substrate thickness: 0.5 mm
Stress share lost to substrate bending: 0.16 %
```
